# Exciton s series of hBN-encapsulated WSe2 in the Rytova-Keldysh model: test program

```python
"""
Result under test: s excitons of a thin sheet in a medium of dielectric constant
kappa, bound by the Rytova-Keldysh potential
    V(r) = -(pi C / (2 r0)) [H0(kappa r/r0) - Y0(kappa r/r0)],  C = e^2/(4 pi eps0),
with H0 the Struve and Y0 the Neumann function. r0 is half the susceptibility of
the bare sheet (a length), mu the reduced mass in free-electron masses.
The 1s binding is compared with a reported value of 161 meV.
Internal units: eV and nm. Binding energies are positive.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import struve, yn, j0, j1, jn_zeros, eval_genlaguerre

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9        # eV nm
HB2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18            # hbar^2/(2 m0), eV nm^2
MU, R0, KAPPA = 0.20, 4.5, 4.5
REPORTED = 0.161                                         # eV, given by the task
THICKNESS, GAP = 0.65, 1.9                               # nm, eV, rough values
GL_X, GL_W = np.polynomial.legendre.leggauss(20)


def radial_grid(r_max, panels):
    """Composite Gauss-Legendre nodes in t with r = r_max t^2."""
    edges = np.linspace(0.0, 1.0, panels + 1)
    half = 0.5 / panels
    t = (edges[:-1, None] + half * (GL_X + 1)).ravel()
    wt = np.tile(half * GL_W, panels)
    return r_max * t**2, 2 * r_max * t * wt


def keldysh(r, kappa, r0):
    x = kappa * r / r0
    return -np.pi * COULOMB / (2 * r0) * (struve(0, x) - yn(0, x))


def hankel(g, r, intervals=60):
    """Integral of J0(q r) g(q) over q > 0: lobes plus repeated averaging."""
    edges = np.concatenate(([0.0], jn_zeros(0, intervals))) / r
    lobes = []
    for a, b in zip(edges[:-1], edges[1:]):
        q = a + 0.5 * (b - a) * (GL_X + 1)
        lobes.append(0.5 * (b - a) * np.sum(GL_W * j0(q * r) * g(q)))
    sums = np.cumsum(lobes)[20:]
    while len(sums) > 1:
        sums = 0.5 * (sums[1:] + sums[:-1])
    return sums[0]


# ---- the potential, from electrostatics and from its integral definition ----
def slab_screening(q, eps, d, kappa):
    """Boundary-value solution for a charge in the mid-plane of a slab."""
    h = q * d / 2
    matrix = np.array([[np.cosh(h), -1.0], [eps * np.sinh(h), kappa]])
    rhs = np.array([-np.exp(-h) / eps, np.exp(-h)])
    image_amplitude = np.linalg.solve(matrix, rhs)[0]
    return 1.0 / (1.0 / eps + image_amplitude)


for kap in (1.0, KAPPA):
    for q in (0.5, 2.0):
        d_thin = 1e-4
        thin = slab_screening(q, 2 * R0 / d_thin, d_thin, kap)
        assert abs(thin / (kap + R0 * q) - 1) < 1e-3
for r in (0.3, 1.0, 5.0):
    direct = -COULOMB * hankel(lambda q: 1 / (KAPPA + R0 * q), r)
    assert abs(direct / keldysh(r, KAPPA, R0) - 1) < 1e-7

# ---- Laguerre solver ----
N_LAG, BETA = 50, 0.4
r_l, w_l = radial_grid(400.0, 120)
x_l = 2 * BETA * r_l
phi, dphi = [], []
for n in range(N_LAG):
    norm = 2 * BETA / np.sqrt(n + 1) * np.exp(-BETA * r_l)
    poly = eval_genlaguerre(n, 1, x_l)
    slope = -eval_genlaguerre(n - 1, 2, x_l) if n > 0 else np.zeros_like(x_l)
    phi.append(norm * poly)
    dphi.append(2 * BETA * norm * (slope - poly / 2))
phi, dphi = np.array(phi), np.array(dphi)
assert np.allclose((phi * (w_l * r_l)) @ phi.T, np.eye(N_LAG), atol=1e-9)
K_LAG = (dphi * (w_l * r_l)) @ dphi.T


def solve(mu, potential):
    h = HB2 / mu * K_LAG + (phi * (w_l * r_l * potential)) @ phi.T
    return eigh(h)


def bindings(mu, kappa, r0):
    return -solve(mu, keldysh(r_l, kappa, r0))[0][:5]


order = np.arange(1, 6)
rydberg = COULOMB**2 * MU / (4 * HB2 * KAPPA**2)
coulomb_series = rydberg / (order - 0.5)**2
numeric_coulomb = -solve(MU, -COULOMB / (KAPPA * r_l))[0][:5]
assert np.allclose(numeric_coulomb, coulomb_series, rtol=1e-5)

energy, vectors = solve(MU, keldysh(r_l, KAPPA, R0))
B = -energy[:5]
psi = vectors[:, :5].T @ phi
r_rms = np.sqrt((psi**2 * r_l**3) @ w_l)
kinetic = HB2 / MU * vectors[:, 0] @ K_LAG @ vectors[:, 0]
potential_mean = -B[0] - kinetic

# ---- second solver: Bessel functions on a disk with a hard wall ----
N_BES, DISK = 600, 140.0
r_b, w_b = radial_grid(DISK, 320)
zeros = jn_zeros(0, N_BES)
k_b = zeros / DISK
bes = j0(np.outer(k_b, r_b)) * (np.sqrt(2) / (DISK * np.abs(j1(zeros))))[:, None]
V_BES = (bes * (w_b * r_b * keldysh(r_b, KAPPA, R0))) @ bes.T
t_b = HB2 / MU * k_b**2
B_disk = -eigh(np.diag(t_b) + V_BES, eigvals_only=True, subset_by_index=[0, 4])
solver_gap = np.max(np.abs(B_disk - B))
assert solver_gap < 3e-5

# ---- virial theorem and sensitivities ----
x = KAPPA * r_l / R0
r_dv = -np.pi * COULOMB / (2 * R0) * x * (2 / np.pi - struve(1, x) + yn(1, x))
virial = np.sum(w_l * r_l * psi[0]**2 * r_dv)
assert abs(virial / (2 * kinetic) - 1) < 1e-3
step = 1e-3
up, down = np.exp(step), np.exp(-step)
d_mu = (bindings(MU * up, KAPPA, R0)[0] - bindings(MU * down, KAPPA, R0)[0]) / (2 * step)
d_ka = (bindings(MU, KAPPA * up, R0)[0] - bindings(MU, KAPPA * down, R0)[0]) / (2 * step)
d_r0 = (bindings(MU, KAPPA, R0 * up)[0] - bindings(MU, KAPPA, R0 * down)[0]) / (2 * step)
assert abs(d_mu - kinetic) < 1e-4
assert abs(d_ka + 2 * kinetic) < 1e-4
assert abs(d_r0 - (kinetic - B[0])) < 1e-4
# scaling: equal kappa^2/(mu r0) means equal binding times r0
scaled = bindings(MU * 2, KAPPA * 2, R0 * 2)
assert np.allclose(scaled * 2, B, atol=2e-5)


# ---- one-parameter exponential trial function ----
def trial_parts(a):
    integral = quad(lambda q: (1 + (q * a / 2)**2)**-1.5 / (KAPPA + R0 * q), 0, np.inf)[0]
    return HB2 / (MU * a**2), -COULOMB * integral


best = minimize_scalar(lambda a: sum(trial_parts(a)), bounds=(0.5, 4.0),
                       method="bounded", options={"xatol": 1e-8})
a_trial = best.x
t_trial, v_trial = trial_parts(a_trial)
trial_density = 4 / a_trial**2 * np.exp(-2 * r_l / a_trial)
v_real = np.sum(w_l * r_l * trial_density * keldysh(r_l, KAPPA, R0))
t_real = HB2 / MU * np.sum(w_l * r_l * trial_density / a_trial**2)
assert abs(np.sum(w_l * r_l * trial_density) - 1) < 1e-9
assert abs(v_real - v_trial) < 1e-7 and abs(t_real - t_trial) < 1e-7
assert -best.fun < B[0]

# ---- comparison with the reported value ----
low = bindings(MU - 0.005, KAPPA + 0.05, R0 + 0.05)[0]
high = bindings(MU + 0.005, KAPPA - 0.05, R0 - 0.05)[0]
assert low < REPORTED < high
other_reading = bindings(MU, KAPPA, KAPPA * R0)[0]
other_potential = keldysh(r_l, 1.0, R0) / KAPPA          # 4.5 nm as crossover length
assert abs(-solve(MU, other_potential)[0][0] - other_reading) < 1e-8
assert not low < other_reading < high

spacing = B[0] - B[1]
kappa_alt = 3.5


def spacing_error(r0):
    levels = bindings(MU, kappa_alt, r0)
    return levels[0] - levels[1] - spacing


r0_alt = brentq(spacing_error, 4.5, 15.0, xtol=1e-8)
B_alt = bindings(MU, kappa_alt, r0_alt)
assert abs(B_alt[0] - B[0]) > 0.005

# ---- finite thickness: same bare r0, charges in the mid-plane ----
eps_slab = (R0 + np.sqrt(R0**2 + THICKNESS**2)) / THICKNESS
small_q = 1e-4
bare_slope = (slab_screening(small_q, eps_slab, THICKNESS, 1.0) - 1) / small_q
assert abs(bare_slope / R0 - 1) < 2e-3
medium_slope = (slab_screening(small_q, eps_slab, THICKNESS, KAPPA) - KAPPA) / small_q
reflect = (eps_slab - KAPPA) / (eps_slab + KAPPA)


def slab_potential(r):
    total = 1 / r
    for n in range(1, 61):
        total = total + 2 * reflect**n / np.sqrt(r**2 + (n * THICKNESS)**2)
    return -COULOMB / eps_slab * total


for r in (0.5, 2.0):
    direct = -COULOMB * hankel(lambda q: np.array(
        [1 / slab_screening(qq, eps_slab, THICKNESS, KAPPA) if qq * THICKNESS < 60
         else 1 / eps_slab for qq in q]), r)
    assert abs(direct / slab_potential(r) - 1) < 1e-6
B_slab = -solve(MU, slab_potential(r_l))[0][0]

# ---- nonparabolic pair dispersion of two coupled bands ----
hv = np.sqrt(HB2 * GAP / (2 * MU))


def pair_energy(k):
    bands = np.linalg.eigvalsh([[GAP / 2, hv * k], [hv * k, -GAP / 2]])
    return bands[1] - bands[0] - GAP


assert abs(pair_energy(0.01) / (HB2 / MU * 0.01**2) - 1) < 1e-4
t_two_band = np.array([pair_energy(k) for k in k_b])
B_two_band = -eigh(np.diag(t_two_band) + V_BES, eigvals_only=True,
                   subset_by_index=[0, 0])[0]
B_k_low, B_k_high = bindings(MU, 3.9, R0)[0], bindings(MU, 5.0, R0)[0]
kt = [sc.k * temp / sc.e for temp in (4.0, 300.0)]
field = B[0] / r_rms[0] * 10                             # V/nm to MV/cm

m = 1e3
print(f"input: mu = {MU:.2f} m0, r0 = {R0:.1f} nm, kappa = {KAPPA:.1f}")
print(f"C = e^2/(4 pi eps0) = {COULOMB:.5f} eV nm")
print(f"hbar^2/(2 m0) = {HB2:.6f} eV nm^2")
print(f"hbar^2/(2 mu) = {HB2 / MU:.5f} eV nm^2")
print(f"crossover length r0/kappa = {R0 / KAPPA:.2f} nm")
print(f"effective Rydberg Ry* = {rydberg * m:.2f} meV")
print("s series of the Rytova-Keldysh potential:")
for i in range(5):
    delta = np.sqrt(rydberg / B[i]) - (order[i] - 0.5)
    print(f"{order[i]}s: binding {B[i] * m:.2f} meV, above 1s {(B[0] - B[i]) * m:.2f} meV,"
          f" r_rms {r_rms[i]:.2f} nm, delta {delta:.3f}")
print("Coulomb series, n = 1 to 5: "
      + ", ".join(f"{b * m:.2f}" for b in coulomb_series) + " meV")
print(f"binding ratio 1s/2s = {B[0] / B[1]:.2f} (Coulomb {coulomb_series[0] / coulomb_series[1]:.2f})")
print(f"largest difference of the two solvers = {solver_gap * m:.4f} meV")
print(f"1s kinetic energy = {kinetic * m:.2f} meV")
print(f"1s potential energy = {potential_mean * m:.2f} meV")
print(f"trial function: best a = {a_trial:.3f} nm")
print(f"trial kinetic energy = {t_trial * m:.2f} meV")
print(f"trial potential energy = {v_trial * m:.2f} meV")
print(f"trial binding = {-best.fun * m:.2f} meV")
print(f"dB/dln mu = {d_mu * m:.2f} meV")
print(f"dB/dln kappa = {d_ka * m:.2f} meV")
print(f"dB/dln r0 = {d_r0 * m:.2f} meV")
print(f"reported 1s binding = {REPORTED * m:.0f} meV")
print(f"computed minus reported = {(B[0] - REPORTED) * m:.2f} meV")
print(f"1s range from input rounding = {low * m:.2f} to {high * m:.2f} meV")
print("rounding half-widths: mu 0.005 m0, r0 0.05 nm, kappa 0.05")
print(f"4.5 nm read as crossover length: bare r0 = {KAPPA * R0:.2f} nm")
print(f"1s binding in that other reading = {other_reading * m:.2f} meV")
print(f"same 1s-2s spacing at kappa = {kappa_alt:.1f}: r0 = {r0_alt:.3f} nm")
print(f"that pair gives 1s binding = {B_alt[0] * m:.2f} meV")
print(f"that pair gives 1s-3s spacing = {(B_alt[0] - B_alt[2]) * m:.2f} meV")
print(f"slab: thickness {THICKNESS:.2f} nm (rough), dielectric constant {eps_slab:.2f}")
print(f"slab screening slope in the medium = {medium_slope:.3f} nm")
print(f"slab 1s binding = {B_slab * m:.2f} meV, change {(B_slab - B[0]) * m:+.2f} meV")
print(f"two-band gap = {GAP:.1f} eV (rough)")
print(f"two-band 1s binding = {B_two_band * m:.2f} meV,"
      f" change {(B_two_band - B_disk[0]) * m:+.2f} meV")
print(f"1s binding at kappa 3.9 (rough) = {B_k_low * m:.2f} meV")
print(f"1s binding at kappa 5.0 (rough) = {B_k_high * m:.2f} meV")
print(f"kT at 4 K = {kt[0] * m:.3f} meV, at 300 K = {kt[1] * m:.2f} meV")
print(f"in-plane field scale B/(e r_rms) = {field:.2f} MV/cm")
print("done: every assertion held")
```

Output:

```
input: mu = 0.20 m0, r0 = 4.5 nm, kappa = 4.5
C = e^2/(4 pi eps0) = 1.43996 eV nm
hbar^2/(2 m0) = 0.038100 eV nm^2
hbar^2/(2 mu) = 0.19050 eV nm^2
crossover length r0/kappa = 1.00 nm
effective Rydberg Ry* = 134.38 meV
s series of the Rytova-Keldysh potential:
1s: binding 161.45 meV, above 1s 0.00 meV, r_rms 1.68 nm, delta 0.412
2s: binding 37.39 meV, above 1s 124.06 meV, r_rms 6.97 nm, delta 0.396
3s: binding 16.12 meV, above 1s 145.33 meV, r_rms 15.95 nm, delta 0.387
4s: binding 8.91 meV, above 1s 152.54 meV, r_rms 28.67 nm, delta 0.384
5s: binding 5.64 meV, above 1s 155.81 meV, r_rms 45.16 nm, delta 0.382
Coulomb series, n = 1 to 5: 537.51, 59.72, 21.50, 10.97, 6.64 meV
binding ratio 1s/2s = 4.32 (Coulomb 9.00)
largest difference of the two solvers = 0.0047 meV
1s kinetic energy = 80.50 meV
1s potential energy = -241.95 meV
trial function: best a = 1.560 nm
trial kinetic energy = 78.29 meV
trial potential energy = -236.18 meV
trial binding = 157.88 meV
dB/dln mu = 80.50 meV
dB/dln kappa = -161.00 meV
dB/dln r0 = -80.95 meV
reported 1s binding = 161 meV
computed minus reported = 0.45 meV
1s range from input rounding = 156.79 to 166.20 meV
rounding half-widths: mu 0.005 m0, r0 0.05 nm, kappa 0.05
4.5 nm read as crossover length: bare r0 = 20.25 nm
1s binding in that other reading = 68.24 meV
same 1s-2s spacing at kappa = 3.5: r0 = 6.036 nm
that pair gives 1s binding = 173.49 meV
that pair gives 1s-3s spacing = 150.42 meV
slab: thickness 0.65 nm (rough), dielectric constant 13.92
slab screening slope in the medium = 4.050 nm
slab 1s binding = 186.50 meV, change +25.05 meV
two-band gap = 1.9 eV (rough)
two-band 1s binding = 167.26 meV, change +5.81 meV
1s binding at kappa 3.9 (rough) = 185.43 meV
1s binding at kappa 5.0 (rough) = 145.01 meV
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
in-plane field scale B/(e r_rms) = 0.96 MV/cm
done: every assertion held
```
